# Min-max theorem, Ritz bounds and the interlacing of variational roots

An electron in an atom has a ladder of bound levels. A calculation replaces the space of all wavefunctions by the span of $N$ chosen functions and diagonalizes an $N\times N$ matrix. The lowest root lies at or above the ground level, because no state has a lower mean energy. The higher roots need an argument: an excited state is not a minimum of the energy, and a single trial function offers no protection. For $\chi=\cos\alpha\,\psi_1+\sin\alpha\,\psi_2$, built from the two lowest eigenstates, the mean energy is $E_1\cos^2\alpha+E_2\sin^2\alpha$, which is below $E_2$ whenever $E_1<E_2$ and $\cos\alpha\neq0$. Diagonalization does protect the higher roots, each against its own exact level.

## Setting and conventions

Let $H$ be self-adjoint and bounded below. Trial functions need finite energy; for a kinetic term $-\tfrac12\nabla^2$, the symbol $\langle\phi|H|\psi\rangle$ contains $\tfrac12\int\nabla\phi^*\cdot\nabla\psi$, so second derivatives are not needed. Let $\Sigma$ be the bottom of the essential spectrum, usually the threshold of the continuum. The levels below it are $E_1\le E_2\le\dots$, repeated according to degeneracy, with orthonormal eigenvectors $\psi_1,\psi_2,\dots$. The Rayleigh quotient is

$$R[\psi]=\frac{\langle\psi|H|\psi\rangle}{\langle\psi|\psi\rangle},\qquad \psi\ne0 .$$

One fact comes from the spectral theorem. The mean energy of $\psi$ is an average over the spectrum with non-negative weights. If $\psi$ is orthogonal to $\psi_1,\dots,\psi_{k-1}$, those eigenvectors carry no weight, and what remains lies at or above $E_k$:

$$\psi\perp\psi_1,\dots,\psi_{k-1}\;\Rightarrow\;R[\psi]\ge E_k. \tag{1}$$

If there are just $m$ levels below $\Sigma$ and $\psi$ is orthogonal to all of them, then $R[\psi]\ge\Sigma$.

When $H$ has a symmetry and all basis functions belong to one symmetry sector, everything below applies to $H$ restricted to that sector, and $k$ counts levels within it.

## The matrix problem

Take linearly independent functions $\chi_1,\dots,\chi_N$ with span $V_N$, and put $\psi=\sum_i c_i\chi_i$. With $H_{ij}=\langle\chi_i|H|\chi_j\rangle$ and $S_{ij}=\langle\chi_i|\chi_j\rangle$, the quotient is $R=c^\dagger Hc/c^\dagger Sc$. Its first variation is

$$\delta R=\frac{\delta c^\dagger(Hc-RSc)+(Hc-RSc)^\dagger\delta c}{c^\dagger Sc}.$$

This must vanish for $\delta c$ and for $i\,\delta c$, hence

$$Hc=E\,Sc. \tag{2}$$

Since $c^\dagger Sc=\|\psi\|^2>0$ for $c\ne0$, there is a Cholesky factorization $S=LL^\dagger$. With $y=L^\dagger c$, equation (2) becomes $L^{-1}H(L^\dagger)^{-1}y=Ey$, an ordinary Hermitian problem. It has $N$ real roots $E_1(N)\le\dots\le E_N(N)$ and orthonormal vectors $y$. The corresponding functions $\rho_j$, the Ritz vectors, satisfy

$$\langle\rho_i|\rho_j\rangle=\delta_{ij},\qquad \langle\rho_i|H|\rho_j\rangle=E_j(N)\,\delta_{ij}.$$

They need not be eigenvectors of $H$; they diagonalize it within $V_N$. For $\psi=\sum_ja_j\rho_j$,

$$R[\psi]=\frac{\sum_j|a_j|^2E_j(N)}{\sum_j|a_j|^2}. \tag{3}$$

This is a weighted average of the roots. On any finite-dimensional space $W$ the quotient therefore has a maximum $M(W)$, equal to the top root of the matrix problem in $W$.

## The two variational principles

Both proofs count dimensions. Imposing $k-1$ homogeneous linear conditions on a $k$-dimensional space leaves a nonzero vector, because a linear map from $k$ dimensions to $k-1$ has a nontrivial kernel.

**Min-max.** For a level $E_k$ below $\Sigma$,

$$E_k=\min_{\dim W=k}\;\max_{\psi\in W}R[\psi]. \tag{4}$$

Given any $k$-dimensional $W$, impose orthogonality to $\psi_1,\dots,\psi_{k-1}$. A nonzero $\psi\in W$ survives, and (1) gives $M(W)\ge R[\psi]\ge E_k$. For $W=\mathrm{span}(\psi_1,\dots,\psi_k)$ the quotient is an average of $E_1,\dots,E_k$, so $M(W)=E_k$ and the minimum is attained.

**Max-min.** With $k-1$ constraint vectors $\phi_i$,

$$E_k=\max_{\phi_1,\dots,\phi_{k-1}}\;\inf_{\psi\perp\phi_1,\dots,\phi_{k-1}}R[\psi]. \tag{5}$$

For any constraints, $\mathrm{span}(\psi_1,\dots,\psi_k)$ contains a nonzero $\psi$ obeying them, and $R[\psi]\le E_k$. The infimum is thus at most $E_k$. Choosing $\phi_i=\psi_i$ makes it at least $E_k$ by (1), and $\psi_k$ attains that value.

Together, (4) and (5) are the Courant-Fischer theorem. Form (5) does not turn a finite basis into a lower bound: its infimum runs over all finite-energy functions, and restricting it to $V_N$ can raise it.

The optimal $W$ need not be unique. For $k=2$, take $W=\mathrm{span}(\psi_2,w)$ with $w\perp\psi_2$ and $R[w]\le E_2$. The cross term $\langle\psi_2|H|w\rangle=E_2\langle\psi_2|w\rangle$ vanishes, so $M(W)=E_2$ even if $w\neq\psi_1$. The principle fixes the value, not the whole subspace.

## Every root is an upper bound

The space $W=\mathrm{span}(\rho_1,\dots,\rho_k)$ has dimension $k$, and by (3) its maximum is $E_k(N)$. It is one of the competitors in (4), so

$$E_k(N)\ge E_k. \tag{6}$$

If $H$ has just $m$ levels below $\Sigma$ and $k>m$, the same $W$ contains a nonzero $\psi$ orthogonal to all $m$ eigenvectors. Then $E_k(N)\ge R[\psi]\ge\Sigma$. Read backwards, this is a test for binding: if $E_k(N)<\Sigma$, at least $k$ levels lie below the threshold.

## Interlacing when a function is added

Keep the old functions and add one, so that $V_N\subset V_{N+1}$. Then

$$E_k(N+1)\le E_k(N)\le E_{k+1}(N+1),\qquad k=1,\dots,N. \tag{7}$$

This is the Hylleraas-Undheim-MacDonald theorem. The proof of (4) applies equally to the Hermitian problem inside a finite space, with Ritz vectors in place of eigenvectors. Thus $E_k(N)$ is the minimum of $M(W)$ over $k$-dimensional $W\subset V_N$. Every such $W$ also lies in $V_{N+1}$, where the minimum has more candidates and cannot be higher. This proves the left inequality.

For the right one, let $U$ be the span of the first $k+1$ Ritz vectors of $V_{N+1}$. Within $V_{N+1}$, membership of $V_N$ is one linear condition, so $U\cap V_N$ has dimension at least $k$. On it $R\le E_{k+1}(N+1)$. A $k$-dimensional subspace of this intersection competes in the min-max for $V_N$, so $E_k(N)\le E_{k+1}(N+1)$.

## When a root really moves

The theorem says that roots do not rise. To see when they fall, remove from the new function $\chi$ its part in $V_N$:

$$\eta=\frac1n\Big(\chi-\sum_j\rho_j\langle\rho_j|\chi\rangle\Big),\qquad n^2=\langle\chi|\chi\rangle-\sum_j|\langle\rho_j|\chi\rangle|^2 .$$

Let $a=\langle\eta|H|\eta\rangle$ and $b_j=\langle\rho_j|H|\eta\rangle$. Because $H$ is diagonal among the $\rho_j$,

$$b_j=\frac{\langle\rho_j|H|\chi\rangle-E_j(N)\langle\rho_j|\chi\rangle}{n}.$$

For $\psi=\sum_jc_j\rho_j+d\,\eta$ the new eigenvalue equations are

$$[E_j(N)-E]\,c_j+b_jd=0,\qquad \sum_jb_j^*c_j+(a-E)\,d=0. \tag{8}$$

If $E$ is not an old root, then $c_j=-b_jd/[E_j(N)-E]$, and $d\ne0$ since otherwise all coefficients vanish. Substitution in the last equation and division by $d$ give

$$a-E=\sum_j\frac{|b_j|^2}{E_j(N)-E}. \tag{9}$$

Suppose $E_k(N)$ is a simple root and $b_k\ne0$. Setting $E=E_k(N)$ in (8), row $k$ forces $d=0$, the other rows force $c_j=0$ for $j\ne k$, and the last equation forces $c_k=0$. The old root is therefore not a new root, and both inequalities in (7) are strict for this $k$.

If $b_k=0$, the vector $\rho_k$ still solves (8), so its energy survives. Its index may change: for $N=1$, $b_1=0$ and $a<E_1(1)$, the old root becomes the second and the new first root is $a$. For a simple root, coupling is thus sufficient for a fall, not necessary. For a degenerate pair $E_k(N)=E_{k+1}(N)$, (7) squeezes $E_{k+1}(N+1)$ between equal values, so one copy stays.

## Convergence is a further condition

A falling sequence of upper bounds can stop above the exact level. In a symmetric one-dimensional well, a basis of odd functions cannot go below the lowest odd level.

A sufficient condition for convergence is that $V_N$ contain approximants $\phi_j\to\psi_j$, $j=1,\dots,k$, in the energy norm $\|\phi\|_H^2=\langle\phi|H+c+1|\phi\rangle$, where $H\ge-c$. Then

$$\langle\phi_i|\phi_j\rangle\to\delta_{ij},\qquad\langle\phi_i|H|\phi_j\rangle\to E_j\delta_{ij}.$$

For large $N$ the $\phi_j$ are independent, and the top root of their $k\times k$ problem tends to $E_k$ by continuity. By (4) within $V_N$, this top root is no lower than $E_k(N)$, which is itself no lower than $E_k$. Hence $E_k(N)\to E_k$.

## Hydrogen s states

Consider nonrelativistic hydrogen with a fixed point nucleus, in atomic units. The reduced radial function $u(r)$ of an s state has energy $\tfrac12\int u'^2dr-\int u^2/r\,dr$ when normalized. The exact levels of this model are $-1/(2k^2)$ hartree, and $\Sigma=0$. The basis is $r^ne^{-\zeta r}$, $n=1,\dots,N$. With $I(p)=\int_0^\infty r^pe^{-2\zeta r}dr=p!/(2\zeta)^{p+1}$, the matrices are

$$S_{nm}=I(n+m),$$

$$H_{nm}=\tfrac12\left[nm\,I(n+m-2)-\zeta(n+m)I(n+m-1)+\zeta^2I(n+m)\right]-I(n+m-1).$$

An orthonormal basis of the same span is better conditioned. It consists of $x\,L^{(2)}_j(x)\,e^{-x/2}$, $x=2\zeta r$, $j=0,\dots,N-1$, after normalization, with $L^{(2)}_j$ the associated Laguerre polynomials. Its first two members are proportional to

$$u_0=x\,e^{-x/2},\qquad u_1=x(3-x)\,e^{-x/2},$$

with derivatives $u_0'=(1-\tfrac x2)e^{-x/2}$ and $u_1'=(3-\tfrac72x+\tfrac12x^2)e^{-x/2}$ with respect to $x$. Using $\int_0^\infty x^pe^{-x}dx=p!$:

- norms: $\int u_0^2=2$, $\int u_1^2=18-36+24=6$, and $\int u_0u_1=6-6=0$;
- kinetic integrals: $\int u_0'^2=\tfrac12$, $\int u_1'^2=\tfrac72$, $\int u_0'u_1'=1$;
- Coulomb integrals: $\int u_0^2/x=1$, $\int u_1^2/x=3$, $\int u_0u_1/x=1$.

For normalized functions, the change from $r$ to $x$ multiplies the kinetic term by $(2\zeta)^2$ and the Coulomb term by $2\zeta$. The matrix for $N=2$ is therefore

$$\begin{pmatrix}\tfrac12\zeta^2-\zeta&-\zeta(1-\zeta)/\sqrt3\\-\zeta(1-\zeta)/\sqrt3&\tfrac76\zeta^2-\zeta\end{pmatrix}. \tag{10}$$

At $\zeta=0.7$ the diagonal entries are $-0.455000$ and $-0.128333$, and the off-diagonal entry is $-0.121244$. The roots are $-0.291667\mp\sqrt{0.163333^2+0.121244^2}=-0.291667\mp0.203415$, or $-0.495082$ and $-0.088251$ hartree. Gauss-Laguerre quadrature and numerical diagonalization extend the table, in hartree:

| $N$ | root 1 | root 2 | root 3 | root 4 |
|---|---|---|---|---|
| 1 | −0.455000 | | | |
| 2 | −0.495082 | −0.088251 | | |
| 3 | −0.499673 | −0.121959 | 0.236632 | |
| 4 | −0.499983 | −0.124737 | 0.000872 | 0.763848 |
| 5 | −0.499999 | −0.124981 | −0.038531 | 0.158065 |
| 6 | −0.500000 | −0.124999 | −0.049920 | 0.045776 |
| exact | −0.500000 | −0.125000 | −0.055556 | −0.031250 |

Each column falls towards its exact level, and each root lies between its two neighbours in the next row. At $N=6$ the first three roots exceed their levels by $3.5\times10^{-8}$, $1.1\times10^{-6}$ and $5.6\times10^{-3}$ hartree. The last error is about 10% of the level's magnitude, so good lower roots do not certify a higher one. The second root is $-3.40$ eV. The third root first proves a third bound s level at $N=5$, where it becomes negative. The fourth is still positive at $N=6$: a valid bound on $-0.031250$, but a poor one.

The step from $N=2$ to $N=3$ shows (9) at work. Here $a=0.198333$, $|b_1|=0.055505$ and $|b_2|=0.105236$ hartree. At the new second root, $E=-0.121959$,

$$\frac{0.055505^2}{-0.495082+0.121959}+\frac{0.105236^2}{-0.088251+0.121959}=-0.00826+0.32855=0.32029,$$

in agreement with $a-E=0.32029$. With $E=E_k(N+1)$ and the fall $\delta=E_k(N)-E$, isolating term $k$ of (9) gives $\delta=|b_k|^2/D$, where $D=a-E_k(N)+\delta-\sum_{j\ne k}|b_j|^2/[E_j(N)-E]$. If $a$ lies above $E_k(N)$, and both $\delta$ and the remaining sum are small compared with $a-E_k(N)$, the leading estimate is $\delta\approx|b_k|^2/[a-E_k(N)]$. In the step from $N=2$ to $N=3$, $a$ lies above both old roots. For the first root the estimate is $0.00444$, against an actual fall of $0.00459$; for the second it is $0.0386$ against $0.0337$. The dropped terms account for both differences. For the first root $D=0.6934+0.0046-0.0269=0.6711$, smaller than $a-E_1(2)$, so the estimate is low. For the second root $D=0.28658+0.03371+0.00826=0.32855$, larger than $a-E_2(2)$, mainly because the fall itself is not small compared with the separation, so the estimate is high.

## Exact functions and changed exponents

At $\zeta=1$ the first basis function, $re^{-r}$, is the exact ground state. Any $\eta$ orthogonal to it has $b_1=E_1\langle\psi_1|\eta\rangle=0$, as the factor $1-\zeta$ in (10) shows for $N=2$. The first root stays at $-0.5$ hartree as functions are added.

The same case shows why the spaces must be nested. At $N=2$, changing $\zeta$ from $0.7$ to $1$ lowers the first root from $-0.495082$ to $-0.5$, but raises the second from $-0.088251$ to $\tfrac76-1=0.166667$ hartree. Both second roots obey (6). Neither space contains the other, so nothing orders the two sets of roots. Even a larger basis does not restore the order: three functions at $\zeta=1$ give a second root of $-0.077350$ hartree, above the $-0.088251$ of two functions at $\zeta=0.7$. For nested spaces the left inequality of (7) would forbid this. Re-optimizing exponents for the ground state can therefore spoil an excited root.

## A well with one bound level

Let $H=-\tfrac12\,d^2/dx^2-\mathrm{sech}^2x$ and $A=d/dx+\tanh x$, so that $A^\dagger=-d/dx+\tanh x$. Since $(\tanh x)'=\mathrm{sech}^2x$ and $\tanh^2x=1-\mathrm{sech}^2x$,

$$\tfrac12A^\dagger A=\tfrac12\left(-\frac{d^2}{dx^2}+1-2\,\mathrm{sech}^2x\right)=H+\tfrac12,\qquad \tfrac12AA^\dagger=\tfrac12\left(-\frac{d^2}{dx^2}+1\right).$$

The two products have the same spectrum apart from zero. The second describes free motion, with spectrum $[\tfrac12,\infty)$. The equation $Af=0$ has the normalizable solution $f\propto\mathrm{sech}\,x$. Hence $H$ has one level, at $-\tfrac12$, and a continuum from $\Sigma=0$.

In the first $N$ harmonic-oscillator functions of unit mass and frequency, with the potential integrated on a grid, the two lowest roots are:

| $N$ | root 1 | root 2 |
|---|---|---|
| 5 | −0.497886 | 0.2178 |
| 10 | −0.499663 | 0.0832 |
| 20 | −0.499989 | 0.0396 |
| 40 | −0.500000 | 0.0187 |

The second root falls towards the threshold and stays above it, as the bound for $k>m$ requires. It represents no second bound state.

## Limits in an implementation

The bounds belong to exact matrix elements of one fixed $H$. If integration or rounding changes the matrix in an orthonormal basis by a Hermitian $\Delta$, every quotient shifts by at most the spectral norm $\|\Delta\|$. By min-max, so does every root. A computed root may then lie below its exact level by up to $\|\Delta\|$.

If near-dependent combinations are discarded separately at each $N$, the retained spaces may cease to be nested. Each calculation still gives upper bounds, but (7) is no longer guaranteed. For an operator unbounded below, such as the Dirac Hamiltonian, (1) has no lowest level to start from and this proof does not apply.
